# Oxide Thickness Inferred from Tunnel Current through a Rough Film

**Q:** You measure the tunnel current through a thin oxide on silicon and read a thickness from it. The film is rough, but it is as often too thick as too thin. Why should the reading not be the mean thickness?

**A:** Because current does not respond equally to the two deviations. Suppose the local current density is

$$J(d)=J_0e^{-d/\lambda},$$

where $d$ is the local thickness and $\lambda$ the decay length of the current. Take two equal areas of thickness $d_0+a$ and $d_0-a$. Their average current density is

$$\frac{J_0}{2}\left(e^{-(d_0+a)/\lambda}+e^{-(d_0-a)/\lambda}\right)=J_0e^{-d_0/\lambda}\cosh(a/\lambda).$$

Since $\cosh(a/\lambda)>1$ for $a\neq0$, the thin half gains more current than the thick half loses. A uniform film carrying this average current would be thinner than $d_0$.

**Q:** That depends on the exponential. Where does it come from, and is $\lambda$ the decay length of the wave function?

**A:** It is the decay length of the current, which goes as the square of the wave amplitude. Let an electron at the silicon band edge meet an oxide barrier of height $\varphi$. An oxide voltage $V$ lowers the barrier linearly across the film, by $U=eV<\varphi$ at the far side. With effective mass $m$ in the oxide, the local decay constant of the amplitude is

$$\kappa(x)=\frac{\sqrt{2m(\varphi-Ux/d)}}{\hbar}.$$

In the WKB approximation the amplitude falls by $\exp(-\int_0^d\kappa\,dx)$, and the current by the square of this. Put $w=\varphi-Ux/d$, so that $dx=-(d/U)\,dw$. The minus sign reverses the limits:

$$2\int_0^d\kappa\,dx=\frac{2\sqrt{2m}}{\hbar}\frac dU\int_{\varphi-U}^{\varphi}w^{1/2}dw
=\frac{4\sqrt{2m}}{3\hbar U}\left[\varphi^{3/2}-(\varphi-U)^{3/2}\right]d.$$

The factor multiplying $d$ is $1/\lambda$. It contains no thickness, provided that $V$ is the same everywhere. Patches of one film lie in parallel between the same two electrodes, so fixed voltage, not fixed field, is the natural first model. I also take the prefactor $J_0$ as constant.

For an example I use rough typical values for silicon dioxide on silicon: $\varphi=3.1$ eV, $m=0.4$ electron masses and $V=0.5$ V. They give $\lambda=0.0914$ nm.

**Q:** Then let the thickness be Gaussian, with mean $d_0$ and deviation $\sigma$. What does the ammeter read?

**A:** If the contact covers many independent patches, and the thickness varies slowly enough sideways for each patch to conduct like a uniform film, it reads the area average. Write $u=d-d_0$. Then

$$\langle J\rangle=J_0e^{-d_0/\lambda}\int_{-\infty}^{\infty}\frac{du}{\sqrt{2\pi}\,\sigma}\exp\left(-\frac{u^2}{2\sigma^2}-\frac u\lambda\right).$$

To complete the square, expand

$$\frac{(u+\sigma^2/\lambda)^2}{2\sigma^2}=\frac{u^2}{2\sigma^2}+\frac u\lambda+\frac{\sigma^2}{2\lambda^2}.$$

The exponent in the integral is therefore

$$-\frac{(u+\sigma^2/\lambda)^2}{2\sigma^2}+\frac{\sigma^2}{2\lambda^2}.$$

The shifted Gaussian still integrates to one, which leaves

$$\langle J\rangle=J_0\exp\left(-\frac{d_0}{\lambda}+\frac{\sigma^2}{2\lambda^2}\right).$$

**Q:** And the thickness I would infer?

**A:** Define it by the calibration for a uniform film: $J_0e^{-d_J/\lambda}=\langle J\rangle$. Divide by $J_0$, take the logarithm and multiply by $-\lambda$:

$$d_J=d_0-\frac{\sigma^2}{2\lambda}.$$

Take $d_0=2.0$ nm and $\sigma=0.15$ nm. The bias is

$$\frac{\sigma^2}{2\lambda}=\frac{(0.15)^2}{2(0.0914)}\ \text{nm}=0.123\ \text{nm},$$

or 1.23 Å. The film reads 1.877 nm. Its current is larger than that of a uniform 2.0 nm film by the factor $e^{\sigma^2/(2\lambda^2)}=3.84$.

The bias is quadratic in roughness. With $\lambda$ held fixed, it is 0.055 nm for $\sigma=0.10$ nm and 0.219 nm for $\sigma=0.20$ nm.

**Q:** In completing the square you moved the Gaussian by $\sigma^2/\lambda$, yet the reading moves by half of that. Which thickness really carries the current?

**A:** The two numbers answer different questions. The share of current carried at thickness $d$ is proportional to the area at that thickness times $J(d)$. The completed square shows that this share is a Gaussian of unchanged width $\sigma$, centred at

$$d_*=d_0-\frac{\sigma^2}{\lambda}.$$

In the example $d_*=1.754$ nm. A uniform film of thickness $d_*$ would carry

$$J(d_*)=J_0e^{-d_0/\lambda}e^{\sigma^2/\lambda^2},$$

which is more than $\langle J\rangle$ by the factor $e^{\sigma^2/(2\lambda^2)}$. The rough film has only a small part of its area near $d_*$. The Gaussian area density there is lower than at $d_0$ by just this factor, and that scarcity removes half the shift.

The current-weighted Gaussian is symmetric about $d_*$, so half the current passes where $d<d_*$. The area fraction with $d<d_*$ is

$$\Phi\left(\frac{d_*-d_0}{\sigma}\right)=\Phi\left(-\frac\sigma\lambda\right),$$

where $\Phi$ is the cumulative normal distribution. Here $\sigma/\lambda=1.64$, and 5.0% of the area carries half the current.

**Q:** Your Gaussian extends to negative thickness, where the formula gives an enormous current. Have you included nonsense?

**A:** Formally yes, so its weight must be examined. Keep only $d>0$ and renormalise the thickness distribution. The normalisation is $\Phi(d_0/\sigma)$. After completing the square, the current integral is a Gaussian centred at $d_*$ and cut at zero, which contributes $\Phi(d_*/\sigma)$. The average current is thus multiplied by

$$C=\frac{\Phi(d_*/\sigma)}{\Phi(d_0/\sigma)},\qquad
d_J=d_0-\frac{\sigma^2}{2\lambda}-\lambda\ln C.$$

The condition for $C\simeq1$ is that $d_*$, not merely $d_0$, lies several deviations above zero. In the example $d_*/\sigma=11.7$, so the cut has no practical effect.

A harsher case shows the failure. With $d_0=0.5$ nm, $\sigma=0.20$ nm and the same $\lambda$, the cut gives $C=0.627$. The uncut bias of 0.219 nm falls by $-\lambda\ln C=0.043$ nm, to 0.176 nm relative to the parameter $d_0$. This is a test of the mathematics of the cut; a barrier model with constant $J_0$ should not be trusted for patches near zero thickness.

**Q:** If 5% of the area matters so much, the shape of the thin tail must matter too. What if the distribution is not Gaussian?

**A:** Let $\mu_n=\langle u^n\rangle$, with $\mu_1=0$, and put $t=-1/\lambda$. Then

$$\langle e^{tu}\rangle=1+\frac{t^2\mu_2}{2}+\frac{t^3\mu_3}{6}+\frac{t^4\mu_4}{24}+\cdots.$$

Use $\ln(1+z)=z-z^2/2+\cdots$. To fourth order, $z^2/2$ contributes $t^4\mu_2^2/8=3t^4\mu_2^2/24$, so

$$\ln\langle e^{tu}\rangle=\frac{t^2\mu_2}{2}+\frac{t^3\mu_3}{6}+\frac{t^4(\mu_4-3\mu_2^2)}{24}+\cdots.$$

Since $d_J=d_0-\lambda\ln\langle e^{-u/\lambda}\rangle$,

$$d_J=d_0-\frac{\mu_2}{2\lambda}+\frac{\mu_3}{6\lambda^2}-\frac{\mu_4-3\mu_2^2}{24\lambda^3}+\cdots.$$

When fluctuations are small compared with $\lambda$, the variance term leads and the Gaussian shape is not needed. When $\sigma$ is comparable with $\lambda$ or larger, the higher terms need attention.

Define the skewness as $\mu_3/\sigma^3$. A value of $+0.2$ means a longer tail towards thick oxide. Its third-order term reduces the bias by

$$\frac{0.2\,\sigma^3}{6\lambda^2}=0.013\ \text{nm}.$$

For a shifted gamma distribution with this skewness, direct averaging gives a bias of 0.111 nm. Its mirror image, with the longer tail towards thin oxide, gives 0.138 nm. Both have the same mean and deviation as the Gaussian example. A measured $\sigma$ alone therefore does not fix the correction to 0.01 nm here.

**Q:** In practice I calibrate on real films, which are rough themselves. Does the bias survive?

**A:** It can cancel. If each calibration film has deviation $\sigma_c$, and $d$ on the calibration curve means its average thickness, then

$$J_{\rm cal}(d)=J_0\exp\left(-\frac d\lambda+\frac{\sigma_c^2}{2\lambda^2}\right).$$

Set $J_{\rm cal}(d_{\rm read})$ equal to the average current of a film with deviation $\sigma$. Taking logarithms gives

$$-\frac{d_{\rm read}}{\lambda}+\frac{\sigma_c^2}{2\lambda^2}
=-\frac{d_0}{\lambda}+\frac{\sigma^2}{2\lambda^2},$$

and hence

$$d_0-d_{\rm read}=\frac{\sigma^2-\sigma_c^2}{2\lambda}.$$

Equal roughness gives no bias. A film with $\sigma=0.20$ nm, read from a calibration at $\sigma_c=0.15$ nm, still reads low by 0.096 nm. A film smoother than the calibration set reads high.

**Q:** How large must the contact be before "average current" means your ensemble average?

**A:** That needs the lateral correlation of the roughness. Let the thickness be a Gaussian random surface with

$$\langle u(\mathbf r)u(\mathbf r')\rangle=\sigma^2c(\rho),\qquad c(\rho)=e^{-\rho^2/\xi^2},$$

where $\rho=|\mathbf r-\mathbf r'|$. The sum $u+u'$ has variance $2\sigma^2(1+c)$. The Gaussian average used above then gives

$$\langle e^{-(u+u')/\lambda}\rangle=e^{s(1+c)},\qquad s=\frac{\sigma^2}{\lambda^2}.$$

Dividing by $\langle e^{-u/\lambda}\rangle^2=e^s$ leaves $e^{sc}$, so the relative covariance of the local currents is $e^{sc}-1$. For a contact area $A\gg\xi^2$, edges can be neglected, and the relative variance of the mean current is

$$\delta^2=\frac1A\int d^2\rho\left(e^{sc(\rho)}-1\right).$$

Expand the exponential and use $\int c^n\,d^2\rho=\pi\xi^2/n$:

$$\delta^2=\frac{\pi\xi^2}{A}\sum_{n=1}^{\infty}\frac{s^n}{n\,n!}
=\frac{\pi\xi^2}{A}\left[\operatorname{Ei}(s)-\gamma-\ln s\right].$$

Here $\operatorname{Ei}$ is the exponential integral and $\gamma$ is Euler's constant; the last step is the power series of $\operatorname{Ei}$.

With the rough choice $\xi=10$ nm, a square of side 320 nm has $\delta=14.1\%$. A simulation of 1600 random surfaces of that size, with periodic edges, gave 13.8%. For a square of side 100 nm the formula, which neglects edges, gives a $\delta$ of about 45% (43% with edges kept), so nominally equal small contacts would differ widely in this model.

For small $\delta$, differentiating $d_J=-\lambda\ln(\langle J\rangle/J_0)$ gives a thickness scatter $\lambda\delta$. It is 0.004 nm for a square of side 1000 nm, far below the bias. Making the contact larger reduces the scatter but leaves the bias.

**Q:** You still assume that the current is a pure exponential. Electrons have a range of energies, and silicon has anisotropic masses. Does the result survive a proper barrier calculation?

**A:** I replaced the exponential by a current obtained from the one-dimensional Schrödinger equation through the sloping barrier. The current was summed over electron energies with Fermi occupations at 300 K, for a Fermi level 0.10 eV above the band edge. Both electrodes were silicon, with masses of 0.92 along the current and 0.19 across it, in electron masses. These belong to the two conduction valleys of a (100) film whose minima have zero transverse wavevector. The other four valleys lie at large transverse wavevector and are left out; if scattering lets them contribute, the current density could be much higher than the values below.

An electron with normal energy $E_n$ and transverse energy $E_t$ keeps its transverse momentum. In the oxide that motion costs $(m_t/m)E_t$ instead of $E_t$, where $m_t$ is the transverse silicon mass. The barrier it meets is therefore

$$\varphi-\frac{Ux}{d}-E_n-\left(1-\frac{m_t}{m}\right)E_t.$$

Since $m_t<m$, both energies lower the barrier, which lengthens the decay. The local decay length at 2.0 nm came out as 0.0930 nm instead of 0.0914 nm.

I then averaged this current over the Gaussian thickness and inverted the computed curve for uniform films. The bias was 0.121 nm, about 1.6% below the simple result. The current density rose from 0.0055 A/cm² for the uniform film to 0.0204 A/cm² for the rough one. Doubling the number of barrier slices and of energy points per axis changed the bias by less than $10^{-8}$ nm. That measures numerical convergence, not the accuracy of the physical model.

**Q:** What about temperature, image forces and voltage lost in the silicon? Those could depend on thickness.

**A:** I changed each separately in the barrier calculation, starting from its bias of 0.1211 nm. Raising the temperature to 400 K, with the Fermi level and barrier held fixed, gave 0.1206 nm.

For image lowering I used a uniform reduction $b/d$, fixed by the midplane value between metal plates: 0.128 eV at 2.0 nm with the static permittivity 3.9. The smaller optical permittivity would give a larger lowering. This is a size estimate, since silicon is not a metal and the true lowering varies across the film. For a mean barrier $\bar\varphi$ and $b/d\ll\bar\varphi$,

$$d\sqrt{\bar\varphi-\frac bd}\simeq d\sqrt{\bar\varphi}-\frac{b}{2\sqrt{\bar\varphi}}.$$

For this uniform reduction the leading correction to the exponent does not depend on $d$. It changes the current but not $\lambda$, and the computed bias was accordingly almost unchanged, at 0.1214 nm. An image potential that varies across the film, as between metal plates, also leaves a term in the exponent that varies as $\ln d$. That lengthens $\lambda$ slightly and lowers the bias by a few per cent.

For voltage sharing I put a silicon layer equivalent to 0.4 nm of oxide in series with each patch, keeping 0.5 V across the oxide at the mean thickness. A thin patch then takes less of the voltage and carries less current than it would with the full 0.5 V across its oxide. This opposes its advantage, and the bias fell to 0.1196 nm.

**Q:** Electrons also spread sideways while tunnelling. How can you assign each one a local thickness?

**A:** You can if the spreading is narrow compared with $\xi$. For transverse wavevector $k\ll\kappa$, the decay constant is

$$\sqrt{\kappa^2+k^2}\simeq\kappa+\frac{k^2}{2\kappa}.$$

A point-like entry therefore acquires the transverse factor $e^{-dk^2/(2\kappa)}$. Its Fourier transform is proportional to $e^{-\kappa\rho^2/(2d)}$, and the intensity to $e^{-\kappa\rho^2/d}$. The variance per axis is $d/(2\kappa)$. With $\kappa=1/(2\lambda)$, the spot deviation is

$$s_b=\sqrt{d_0\lambda}=0.43\ \text{nm}.$$

As an estimate, let the electron sample the thickness averaged over this spot. This describes only the filtering inside the barrier, for roughness on the side where the electron enters, and ignores how the waves match to the silicon. A broad wave arriving at normal incidence is still nearly flat when it reaches a rough far side, so roughness there is smoothed less. Two points drawn from the spot have a separation of variance $2s_b^2$ per axis. Averaging $e^{-x^2/\xi^2}$ over that Gaussian separation gives $(1+4s_b^2/\xi^2)^{-1/2}$ for each axis. The two axes together multiply the thickness variance by

$$\frac{1}{1+4s_b^2/\xi^2}.$$

For $\xi=10$ nm the variance, and with it the bias, falls by 0.7%. For $\xi=1$ nm the same estimate removes about 42%, and the local formula is no longer reliable. At short $\xi$ the estimate itself is too mild for entry-side roughness. With transverse mass 0.19, electrons of 0.03 to 0.10 eV can carry transverse wavevectors only up to about 0.4 to 0.7 nm$^{-1}$ in the silicon, and shorter roughness scatters them into waves that cannot propagate there. For weak roughness and normal incidence at these energies, matching the waves at the rough interface gives entry-side losses below 1% at $\xi=10$ nm, but 16 to 32% at 3 nm and over 80% at 1 nm. The exit-side losses are below 1% at 3 nm and about a third at 1 nm. Roughness on an atomic lateral scale needs a three-dimensional scattering calculation.

**Q:** Could a capacitance measurement reveal the bias?

**A:** In this model it could, because capacitance weights thickness much more gently. For slowly varying thickness, parallel patches add their capacitances, so $1/d_C=\langle1/d\rangle$. For $\sigma\ll d_0$,

$$\left\langle\frac1{d_0+u}\right\rangle\simeq\frac1{d_0}\left(1-\frac{\langle u\rangle}{d_0}+\frac{\langle u^2\rangle}{d_0^2}\right)
=\frac1{d_0}\left(1+\frac{\sigma^2}{d_0^2}\right).$$

Inverting to the same order gives $d_C\simeq d_0-\sigma^2/d_0$. The bias is 0.011 nm, about a tenth of that in the current. The difference between the two readings is

$$d_C-d_J\simeq\sigma^2\left(\frac1{2\lambda}-\frac1{d_0}\right),$$

or 0.112 nm here. It could be used to estimate $\sigma$ if both methods had uniform-film calibrations, the silicon's contribution to the capacitance had been removed, and no other current path were present. An error in either calibration would otherwise pass for roughness.

**Q:** Then how far should I trust 0.12 nm for a real oxide?

**A:** As the size of the effect for the stated roughness, not as a universal correction. The thickness, barrier, mass and roughness are rough values in the range of thin silicon dioxide on silicon; none is meant to be extreme. The bias scales as $\sqrt m$: an oxide mass of 0.3 gives 0.107 nm and 0.5 gives 0.138 nm. The value also assumes roughness that varies slowly sideways, here with $\xi=10$ nm. Correlation lengths of 1 to 3 nm are also reported for this interface; the spot estimate then lowers the bias by roughly 8% at 3 nm, but entry-side roughness can lose two to four times that, and at 1 nm most of the bias can go, so the local formula is not reliable there. The loss is smaller if the roughness is on the side where the electrons leave, though still about a third at 1 nm. The field is 2.5 MV/cm at the mean thickness and 2.9 MV/cm at $d_*$, below a rough breakdown scale of 10 MV/cm. At 0.5 V that scale would be reached at 0.5 nm, ten deviations below the mean. Real devices break the assumption of fixed oxide voltage. The series layer tried above, equivalent to 0.4 nm of oxide, moved the computed bias by about 1%; a thicker layer would move it more. Real devices may also break the Gaussian assumption, and a skewness of only 0.2 moved the bias by about 10% one way and 12% the other. Bound states in the silicon inversion layer, traps and atomic-scale defects are left out and have not been sized. A leakage path through defects would add current without being a thin spot, and the inferred thickness would then fall for a different reason. The full set of input values is in the program.

## Computed values

```
INPUTS (rough typical silicon dioxide on silicon)
mean thickness: 2 nm
thickness deviation: 0.15 nm
correlation length: 10 nm
barrier height: 3.1 eV
oxide voltage: 0.5 V
oxide mass / electron mass: 0.4
silicon normal mass / electron mass: 0.92
silicon transverse mass / electron mass: 0.19
Fermi level above band edge: 0.1 eV
temperature: 300 K
MAIN RESULT
current decay length: 0.09144 nm
sigma / decay length: 1.64
average-current enhancement: 3.84
thickness bias: 0.123 nm
thickness bias: 1.23 angstrom
inferred thickness: 1.877 nm
centre of current-weighted thickness: 1.754 nm
area carrying half the current: 5.042 %
bias for deviation 0.10 nm: 0.05468 nm
bias for deviation 0.20 nm: 0.2187 nm
0.20 nm film, calibrated at 0.15 nm: bias: 0.0957 nm
capacitance thickness bias: 0.01138 nm
FULL BARRIER CALCULATION
local current decay length: 0.09295 nm
uniform-film current density: 0.005538 A/cm2
rough-film current density: 0.02037 A/cm2
thickness bias: 0.1211 nm
bias shift on refining slices and energies: -6.4e-09 nm
bias at 400 K: 0.1206 nm
midplane image lowering at mean thickness: 0.128 eV
bias with image lowering: 0.1214 nm
silicon layer as oxide-equivalent thickness: 0.4 nm
bias with voltage shared with silicon: 0.1196 nm
OTHER LIMITS
current centre above zero thickness: 11.69 deviations
cut factor, 0.5 nm mean and 0.2 nm deviation: 0.6266
bias, skewness +0.2: 0.111 nm
bias, skewness -0.2: 0.1384 nm
simulated current spread, 320 nm square: 13.8 %
formula current spread, 320 nm square: 14.12 %
formula current spread, 100 nm square: 45.17 %
inferred-thickness scatter, 1000 nm square: 0.00413 nm
tunnelling spot deviation per axis: 0.4276 nm
estimated bias loss by lateral smoothing: 0.7262 %
field at mean thickness: 2.5 MV/cm
field at current-weighted centre: 2.851 MV/cm
rough breakdown field for comparison: 10 MV/cm
thickness reaching that field: 0.5 nm
```
